# Momentum matching and bias-selected resonances in tunnelling between twisted honeycomb monolayers

## 1. Form fixed by symmetry and dimensions

Two identical honeycomb monolayers, twisted by a small angle \(\theta\), face each other across a smooth, structureless barrier. Translation symmetry conserves crystal momentum in each layer up to that layer's own reciprocal vectors. Near the band crossings the twist then acts by displacing one Dirac cone from the other by a wavevector \(\mathbf q\).

Let \(v\) be the Dirac velocity, \(\kappa=\hbar v\) and \(Q=\kappa|\mathbf q|\). Let \(\Delta>0\) be the height of layer 1's Dirac point above layer 2's, and \(V\) the interlayer bias. At lowest order in a constant tunnelling amplitude \(w\), the current is proportional to

\[
S=\int_{\rm window}\frac{d^2k}{(2\pi)^2}\,\frac{|M|^2}{w^2}\,\delta(E_1-E_2),
\]

where \(M\) is the matrix element between band states. \(S\) has dimension 1/(energy × area), and \(\kappa\) is an energy times a length. For isotropic cones at zero temperature, in ungated layers that are neutral at zero bias, therefore,

\[
S=\frac{Q}{\kappa^2}\,s\!\left(\frac{\Delta}{Q},\frac{eV}{Q}\right).
\]

The twist enters through \(Q\) alone, so any resonance of the cones sits at a fixed relation between the two ratios. What remains is to find \(\mathbf q\), the function \(s\), and the link between \(\Delta\) and \(V\).

## 2. Momentum matching

Layer \(l\) has lattice vectors \(\mathbf R_l\), sublattice positions \(\boldsymbol\tau_l\), reciprocal vectors \(\mathbf G_l\), \(N\) cells and cell area \(\Omega\). The Bloch states are

\[
|\mathbf k,\tau\rangle_l=N^{-1/2}\sum_{\mathbf R_l}e^{i\mathbf k\cdot(\mathbf R_l+\boldsymbol\tau_l)}|\mathbf R_l+\boldsymbol\tau_l\rangle .
\]

Assume that hopping between layers depends only on the in-plane separation: \(t(\mathbf r)=\int \frac{d^2p}{(2\pi)^2}\,\tilde t(\mathbf p)e^{i\mathbf p\cdot\mathbf r}\). The matrix element between sublattice states is then

\[
\frac1N\int\!\frac{d^2p}{(2\pi)^2}\,\tilde t(\mathbf p)
\sum_{\mathbf R_1}e^{i(\mathbf p-\mathbf k_1)\cdot(\mathbf R_1+\boldsymbol\tau_1)}
\sum_{\mathbf R_2}e^{i(\mathbf k_2-\mathbf p)\cdot(\mathbf R_2+\boldsymbol\tau_2)} .
\]

The first lattice sum equals \((2\pi)^2/\Omega\) times delta functions at \(\mathbf p=\mathbf k_1+\mathbf G_1\), with phase \(e^{i\mathbf G_1\cdot\boldsymbol\tau_1}\). The second then equals \(N\) if \(\mathbf p=\mathbf k_2+\mathbf G_2\) and zero otherwise, with phase \(e^{-i\mathbf G_2\cdot\boldsymbol\tau_2}\). Hence

\[
\langle\mathbf k_1\tau_1|H|\mathbf k_2\tau_2\rangle=\sum_{\mathbf G_1\mathbf G_2}\frac{\tilde t(\mathbf k_1+\mathbf G_1)}{\Omega}\,
e^{i\mathbf G_1\cdot\boldsymbol\tau_1-i\mathbf G_2\cdot\boldsymbol\tau_2}\,
\delta_{\mathbf k_1+\mathbf G_1,\;\mathbf k_2+\mathbf G_2}.
\]

The matching condition is \(\mathbf k_1+\mathbf G_1=\mathbf k_2+\mathbf G_2\). A direct real-space sum at a commensurate twist of 13.17° tests it: allowed elements agree with the formula to rounding error, and a mismatched pair gives zero to the same accuracy. A barrier with its own lattice would add its reciprocal vectors to the condition; they are excluded here.

**Which terms matter.** Take the model kernel \(t\propto e^{-\alpha R}\), with \(R=\sqrt{r^2+h^2}\) and layer separation \(h\). The function \(e^{-\alpha R}/R\) solves \((-\nabla^2+\alpha^2)g=4\pi\delta^3\). Its planar transform therefore obeys \((-\partial_h^2+s_p^2)\tilde g=4\pi\delta(h)\) with \(s_p=\sqrt{p^2+\alpha^2}\), so \(\tilde g=2\pi e^{-hs_p}/s_p\). Applying \(-\partial_\alpha\) gives

\[
\tilde t(p)\propto 2\pi\alpha\,(1+hs_p)\,e^{-hs_p}/s_p^3 .
\]

The smallest \(|\mathbf p|\) dominates. With \(\alpha=20\ \mathrm{nm^{-1}}\), \(\tilde t(2|\mathbf K|)/\tilde t(|\mathbf K|)\) is about \(5\times10^{-3}\) at \(h=0.35\) nm and \(2\times10^{-9}\) at 1.5 nm.

For states near the corner \(\mathbf K\), the smallest extended momenta lie near three equivalent corners \(\mathbf K_j\), with \(|\mathbf K_j|=4\pi/(3a)\) for lattice constant \(a\). Measure \(\mathbf k\) from \(\mathbf K_j\) and \(\mathbf k'\) from the rotated corner \(\mathcal R\mathbf K_j\). Then \(\mathbf K_j+\mathbf k=\mathcal R\mathbf K_j+\mathbf k'\), or

\[
\mathbf k'=\mathbf k-\mathbf q_j,\qquad \mathbf q_j=(\mathcal R-1)\mathbf K_j,\qquad |\mathbf q_j|=2|\mathbf K|\sin(\theta/2).
\]

The length is that of a chord of a circle of radius \(|\mathbf K|\). To leading order in \(\theta\), \(\mathbf q_j\perp\mathbf K_j\). The three final states differ, so their rates add, and threefold symmetry makes the three sums over \(\mathbf k\) equal. A relative translation of the layers changes only phases, which drop out of these rates.

## 3. Pseudospin weight

Define extended-momentum states \(|\mathbf p,\tau\rangle=e^{i\mathbf G\cdot\boldsymbol\tau}|\mathbf k,\tau\rangle\). The phases above cancel, and all four sublattice amplitudes equal \(\tilde t(|\mathbf p|)/\Omega\). Near the corners this is approximated by the constant \(w=\tilde t(|\mathbf K|)/\Omega\). The approximation weakens as the barrier thickens: for the kernel of Section 2 at \(h=1.5\) nm, \(\tilde t\) changes by about \(e^{\pm0.3}\) over \(0.3\ \mathrm{nm^{-1}}\) along \(\mathbf K_j\). The resonance, which lies on the line perpendicular to \(\mathbf K_j\), is hardly affected. The off-resonance currents of Section 8 rise by up to about 5% (74 to 78 and 40 to 42 nA/µm²), and the minimum moves from 0.74 to about 0.73 V.

With nearest-neighbour hopping \(-t_0\), the off-diagonal element of a layer's Hamiltonian is \(f(\mathbf p)=-t_0\sum_{\boldsymbol\delta}e^{i\mathbf p\cdot\boldsymbol\delta}\). Take \(\mathbf K\) along \(x\) and bonds \((\pm a/2,\,a/2\sqrt3)\), \((0,-a/\sqrt3)\). At \(\mathbf K\) their phase factors are \(e^{\pm2\pi i/3}\) and 1, which sum to zero. The linear term is

\[
f=-it_0\left(\frac{i\sqrt3a}{2}k_x-\frac{\sqrt3a}{2}k_y\right)=\kappa(k_x+ik_y),\qquad \kappa=\frac{\sqrt3}{2}at_0 .
\]

The states with energy \(s\kappa|\mathbf k|\), \(s=\pm1\), are \((1,\,s e^{-i\varphi})/\sqrt2\), where \(\varphi\) is the angle of \(\mathbf k\) from \(\mathbf K\). Threefold rotation carries this over to each \(\mathbf K_j\). Summing the four amplitudes gives \(M=\frac w2(1+se^{i\varphi})(1+s'e^{-i\varphi'})\), and since \(|1+se^{i\varphi}|^2=2(1+s\cos\varphi)\),

\[
|M|^2=w^2(1+s\cos\varphi)(1+s'\cos\varphi').
\]

In layer 2, \(\varphi'\) is measured from \(\mathcal R\mathbf K_j\). Below, this axis is replaced by \(\mathbf K_j\), an error of order \(\theta\) in the pseudospin direction.

## 4. Intersections of displaced bands

Put the energy zero at layer 1's Dirac point:

\[
E_1=s\kappa|\mathbf k|,\qquad E_2=s'\kappa|\mathbf k-\mathbf q|-\Delta .
\]

At energy \(E\) the contours are circles of radii \(r_1=|E|/\kappa\) and \(r_2=|E+\Delta|/\kappa\), with centres \(|\mathbf q|\) apart. They cross at two mirror-image points. There the gradients have length \(\kappa\) and enclose an angle \(\beta\), so each crossing contributes \(1/(\kappa^2\sin\beta)\). The triangle of sides \(r_1,r_2,|\mathbf q|\) has area \(\mathcal A=\frac12r_1r_2\sin\beta\), hence

\[
D(E)=\int\!\frac{d^2k}{(2\pi)^2}\delta(E-E_1)\delta(E-E_2)=\frac{r_1r_2}{4\pi^2\kappa^2\mathcal A}.
\]

Heron's formula reads \(16\mathcal A^2=[(r_1+r_2)^2-q^2][q^2-(r_1-r_2)^2]\). Let \(x=2E+\Delta\). If \(E\) and \(E+\Delta\) have equal signs, \(\kappa(r_1+r_2)=|x|\) and \(\kappa|r_1-r_2|=\Delta\). If the signs are opposite, these two values are exchanged. Either way

\[
16\kappa^4\mathcal A^2=P,\qquad P=(\Delta^2-Q^2)(Q^2-x^2).
\]

Since \(E(E+\Delta)=(x^2-\Delta^2)/4\),

\[
D=\frac{|x^2-\Delta^2|}{4\pi^2\kappa^2\sqrt P}\quad(P>0),\qquad D=0\quad(P<0).
\]

The condition \(P>0\) selects the bands:

- For \(\Delta<Q\) it requires \(|x|>Q>\Delta\). Like bands meet, on branches of hyperbolas \(\bigl||\mathbf k|-|\mathbf k-\mathbf q|\bigr|=\Delta/\kappa\).
- For \(\Delta>Q\) it requires \(|x|<Q<\Delta\). Layer 1's valence band meets layer 2's conduction band, on the ellipse \(|\mathbf k|+|\mathbf k-\mathbf q|=\Delta/\kappa\).
- At \(\Delta=Q\) both curves collapse onto the line through the two Dirac points. The cones touch along it, their velocities are parallel, and \(E_1-E_2\) is stationary across it. This produces the resonance.

The crossings lie at distances \(\pm h_\perp\) from the line of \(\mathbf q\), with \(h_\perp=2\mathcal A/|\mathbf q|\). Because \(\mathbf K_j\perp\mathbf q_j\), \(\cos\varphi=\pm h_\perp/r_1\) and \(\cos\varphi'=\pm h_\perp/r_2\), with the same sign. Averaging the weight over both crossings cancels the linear terms:

\[
F=1+\frac{ss'h_\perp^2}{r_1r_2}=1+\frac{P}{Q^2(x^2-\Delta^2)} .
\]

Here \(\kappa^2h_\perp^2=P/(4Q^2)\) and \(ss'\kappa^2r_1r_2=(x^2-\Delta^2)/4\) were used. At contact \(P\to0\) and \(F\to1\), so the pseudospin does not remove the resonance.

## 5. Bias window and current

Take the layers ungated, neutral at zero bias, and at zero temperature. Bias puts electrons in layer 1 and an equal density of holes in layer 2. The Fermi levels are \(\mu_1=\varepsilon\) and \(\mu_2=-\Delta-\varepsilon\), so \(eV=\mu_1-\mu_2=\Delta+2\varepsilon\). The window \(\mu_2<E<\mu_1\) becomes

\[
|x|<eV .
\]

For \(eV<Q\), also \(\Delta<Q\), and the required \(|x|>Q\) lies outside the window: momentum-conserving elastic current vanishes. For \(\Delta>Q\), \(eV>\Delta>Q\), and the whole ellipse contributes. Gating or doping leaves \(D\) and \(F\) unchanged but shifts the window, so this threshold and the integrals below then need new limits.

Integrate \(S=\frac12\int DF\,dx\). In the interband case,

\[
|x^2-\Delta^2|F=\Delta^2-x^2-\frac{(\Delta^2-Q^2)(Q^2-x^2)}{Q^2}=Q^2+\frac{x^2(\Delta^2-2Q^2)}{Q^2}.
\]

Over \(-Q<x<Q\), the integrals of \(1\) and \(x^2\) divided by \(\sqrt{Q^2-x^2}\) are \(\pi\) and \(\pi Q^2/2\). The sum is \(\pi\Delta^2/2\), giving

\[
S=\frac{\Delta^2}{16\pi\kappa^2\sqrt{\Delta^2-Q^2}}\qquad(\Delta>Q).
\]

In the intraband case the numerator changes sign. Write \(U=eV\), \(W=\sqrt{U^2-Q^2}\) and \(L=\operatorname{arcosh}(U/Q)\). With \(x=Q\cosh y\), \(\int_Q^U dx/\sqrt{x^2-Q^2}=L\) and \(\int_Q^U x^2dx/\sqrt{x^2-Q^2}=\frac12(UW+Q^2L)\). The ranges \(x>0\) and \(x<0\) contribute equally, so

\[
S=\frac{1}{4\pi^2\kappa^2\sqrt{Q^2-\Delta^2}}\left[\frac{2Q^2-\Delta^2}{2Q^2}(UW+Q^2L)-Q^2L\right]
\]
\[
\phantom{S}=\frac{(2-\Delta^2/Q^2)\,UW-\Delta^2L}{8\pi^2\kappa^2\sqrt{Q^2-\Delta^2}}\qquad(\Delta<Q<U).
\]

Fermi's golden rule, with two spins, two valleys and three momenta, gives the current density

\[
J=\frac{2\pi e}{\hbar}\,12\,w^2S .
\]

This requires \(w\) to be small compared with the lifetime broadening of the states; otherwise the layers hybridise coherently.

**Limits.** Just above threshold, put \(\eta=U-Q\). Then \(W\simeq\sqrt{2Q\eta}\) and \(L\simeq\sqrt{2\eta/Q}\), so

\[
S\simeq\frac{\sqrt{2Q\eta}\,\sqrt{Q^2-\Delta^2}}{4\pi^2\kappa^2Q},
\]

a square-root onset. As \(Q\to0\), the interband result for one momentum \(\mathbf K_j\) becomes \(\Delta/(16\pi\kappa^2)\). (At exact alignment the three final states coincide, so their amplitudes must be added before squaring, and the factor 12 in \(J\) no longer applies.) A direct calculation for one momentum agrees: the crossing circle has radius \(\Delta/2\kappa\), the mean weight is \(1-\langle\cos^2\varphi\rangle=1/2\), and \(\frac12\int\frac{k\,dk}{2\pi}\delta(2\kappa k-\Delta)=\Delta/(16\pi\kappa^2)\).

Beyond resonance, setting the derivative of \(\Delta^2/\sqrt{\Delta^2-Q^2}\) with respect to \(\Delta^2\) to zero gives \(\Delta^2-Q^2=\Delta^2/2\). The minimum is at \(\Delta=\sqrt2\,Q\), where \(S=Q/(8\pi\kappa^2)\).

Momentum integration with nearest-neighbour lattice bands and their eigenvectors tests these formulas. At 1° and \(eV=2Q\), the lattice-to-cone ratio of \(S\) is within about 0.1% of one at both \(\Delta=0.6Q\) and \(1.5Q\).

## 6. From offset to applied bias

Fourfold degeneracy gives \(n=k_F^2/\pi\), hence \(\varepsilon=\kappa\sqrt{\pi n}\). The field between charge densities \(-en\) and \(+en\), across thickness \(d\) and relative permittivity \(\varepsilon_r\), raises the electron energy in layer 1 by

\[
\Delta=\frac{e^2nd}{\varepsilon_0\varepsilon_r}=\frac nC,\qquad C=\frac{\varepsilon_0\varepsilon_r}{e^2d}.
\]

Substitution into \(eV=\Delta+2\varepsilon\) gives

\[
eV=\Delta+2\kappa\sqrt{\pi C\Delta},\qquad \sqrt\Delta=\sqrt{c^2+eV}-c,\quad c=\kappa\sqrt{\pi C}.
\]

The right-hand side of the first equation increases with \(\Delta\), so each bias polarity has one resonance, at

\[
eV_{\rm res}=Q+2\kappa\sqrt{\pi CQ}.
\]

The second term is the bias spent on filling the bands. It dominates for \(Q\ll4c^2\), where \(V_{\rm res}\propto\sqrt\theta\). The first term would dominate only for \(Q\gg4c^2\); with the parameters of Section 8, \(4c^2\simeq0.8\) eV, and that limit lies outside the range of the cone model. Minimisation of the band plus field energy tests the electrostatic relation.

## 7. Finite peak from a nonuniform barrier

The inverse-root singularity needs a cutoff. Suppose the barrier's permittivity varies slowly in the plane, giving \(\Delta\) a Gaussian spread of rms \(\sigma\) at fixed \(V\). A region of size \(\ell\) blurs the momentum match by about \(1/\ell\), and hence \(Q\) by about \(\kappa/\ell\). For this blur to stay well below \(\sigma\), the regions must be much larger than \(\kappa/\sigma\); they must also be much larger than \(d\). In each region \(\varepsilon=(eV-\Delta)/2\) adjusts, so the window \(|x|<eV\) is unchanged. Lifetime broadening is taken to be smaller than \(\sigma\), and \(w\) and the thickness are taken as uniform. Thickness variations would need a different average: \(w\) depends exponentially on thickness, so thin regions, where \(\Delta\) is smaller, would carry extra weight and push the maximum towards higher bias.

Near resonance \(S\simeq a_\pm/\sqrt{|\Delta-Q|}\), with \(+\) above and \(-\) below:

\[
a_+=\frac{Q^2}{16\pi\kappa^2\sqrt{2Q}},\qquad
a_-=\frac{UW-Q^2L}{8\pi^2\kappa^2\sqrt{2Q}} .
\]

For mean offset \(Q\), the substitution \(t=y^2/2\sigma^2\) gives

\[
\langle S\rangle\simeq(a_++a_-)\int_0^\infty\!\frac{e^{-y^2/2\sigma^2}}{\sigma\sqrt{2\pi y}}\,dy
=\frac{2^{1/4}\Gamma(1/4)}{2\sqrt{2\pi}}\,\frac{a_++a_-}{\sqrt\sigma},
\]

with prefactor 0.860. In a numerical average, substitute \(\Delta=Q\pm y^2\) on the two sides; the Jacobian \(2y\) removes the singularity.

At mean offset \(Q\), the derivative of this average with respect to the mean is proportional to \(a_+-a_-\). If \(a_->a_+\), the maximum therefore lies below the ideal resonance, to leading order in small \(\sigma\).

## 8. Worked example

Take round model parameters: \(a=0.25\) nm, \(v=10^6\) m/s, \(\theta=1^\circ\), \(d=1.5\) nm, \(\varepsilon_r=4\), \(w=0.01\) meV and \(\sigma=5\) meV. Here \(w\) is a free parameter, not a result of the kernel of Section 2. That kernel falls by about \(4\times10^{-13}\) between \(h=0.35\) and 1.5 nm, and by about \(10^{-8}\) even for \(\alpha\to0\), because an amplitude at momentum \(|\mathbf K|\) decays through a structureless barrier at least about as \(e^{-|\mathbf K|h}\). Starting from roughly 0.1 eV at contact, it would give \(w\) below \(10^{-5}\) meV. An amplitude of 0.01 meV at this thickness needs a crystalline barrier, which lies outside the model, so the absolute currents below, which scale as \(w^2\), are illustrative only. The spread \(\sigma\) is held fixed at all biases. It corresponds to a 5% spread of \(\varepsilon_r\) at resonance; a fixed 5% spread would give \(\sigma\) from about 1 meV at 0.15 V to 9 meV at 1.0 V, without changing the listed currents at the digits shown. Then \(\kappa=0.658\) eV nm, \(|\mathbf K|=16.76\ \mathrm{nm^{-1}}\), and

\[
|\mathbf q|=2(16.76)\sin0.5^\circ=0.292\ \mathrm{nm^{-1}},\qquad Q=0.658\times0.292=0.192\ \mathrm{eV}.
\]

With \(C=0.1474\ \mathrm{eV^{-1}nm^{-2}}\), and one more digit kept in \(\kappa\) and \(Q\),

\[
eV_{\rm res}=0.1925+2(0.6582)\sqrt{\pi(0.1474)(0.1925)}\simeq0.59\ \mathrm{eV}.
\]

Thus \(V_{\rm res}\simeq0.59\) V, about three times \(Q/e\). Each Fermi level is then 0.20 eV from its Dirac point, and each layer holds \(CQ=2.8\times10^{12}\) carriers per cm².

At the interband minimum \(S=0.1925/(8\pi\times0.6582^2)=0.0177\ \mathrm{eV^{-1}nm^{-2}}\). The current formula then gives 32 nA/µm², at \(V=0.74\) V.

The averaged current follows the selection rule:

- At 0.15 V, \(eV<Q\) and the current is zero. This holds at zero temperature and without lifetime broadening: a Lorentzian half-width of 2 meV in each layer leaves about 0.5 nA/µm². At room temperature about 7 nA/µm² flows, because the nearest allowed states lie only \((Q-eV)/2\simeq21\) meV outside the window, less than \(k_BT\simeq26\) meV.
- At 0.25 and 0.40 V, like bands carry 22 and 74 nA/µm².
- At the ideal resonance the current is 345 nA/µm². The leading peak law gives 332, about 4% less than the full average. Nearest-neighbour lattice bands give about 340 instead of 345, so the third digit belongs to the cone model.
- At 0.65 V, opposite bands carry 37 nA/µm².
- At 1.0 V the current has risen again, to 40 nA/µm², as the ellipse grows.

The fall from peak to minimum is a region of negative differential conductance. The peak-to-minimum ratio of 11 belongs to the chosen \(\sigma\), to regions much larger than \(\kappa/\sigma\simeq0.13\) µm, and to elastic current at zero temperature. At 300 K thermal carriers raise \(\Delta\) at a given bias, so the resonance shifts and the current at 0.59 V falls to about half.

The averaged maximum, 371 nA/µm², lies about 5 mV below \(V_{\rm res}\). Here \(a_-/a_+=4.4\), so the direction of the shift is that derived in Section 7.

For twists of 0.5°, 1°, 1.5° and 2°, the resonant biases are 0.37, 0.59, 0.77 and 0.94 V. A fourfold increase in twist raises the bias by a factor of 2.5, between the square-root and linear limits. Further digits are in the numerical output.

## Values computed for the example and the checks

```
lattice constant a = 0.25 nm
Dirac velocity = 1.0e+06 m/s
hbar v = 0.6582 eV nm
twist = 1.0 deg
barrier thickness = 1.5 nm, eps_r = 4.0
amplitude w = 0.010 meV
rms offset spread = 5.0 meV
|K| = 16.7552 1/nm
momentum shift |q| = 0.2924 1/nm
Q = hbar v |q| = 0.1925 eV
C = eps0 eps_r/(e^2 d) = 0.1474 1/(eV nm^2)
resonant bias = 0.5855 V
Fermi energy from Dirac point at resonance = 0.1965 eV
carrier density per layer at resonance = 2.837e+12 1/cm^2
commensurate test twist = 13.174 deg
matching test, largest relative error = 3.0e-15
forbidden element / first-star scale = 6.8e-16
test kernel decay rate = 20.0 1/nm
kernel ratio t(2K)/t(K), separation 0.35 nm = 4.68e-03
kernel ratio t(2K)/t(K), separation 1.50 nm = 1.66e-09
lattice/cone S, Delta=0.6Q, eV=2.0Q: 1.0000 at 0.1 deg, 1.0011 at 1.0 deg
lattice/cone S, Delta=1.5Q, eV=2.0Q: 1.0001 at 0.1 deg, 1.0007 at 1.0 deg
V = 0.1500 V: Delta = 0.0208 eV, J = 0.000 nA/um^2
V = 0.2500 V: Delta = 0.0499 eV, J = 21.700 nA/um^2
V = 0.4000 V: Delta = 0.1070 eV, J = 74.309 nA/um^2
V = 0.5855 V: Delta = 0.1925 eV, J = 344.705 nA/um^2
V = 0.6500 V: Delta = 0.2251 eV, J = 36.838 nA/um^2
V = 0.7395 V: Delta = 0.2722 eV, J = 32.465 nA/um^2
V = 1.0000 V: Delta = 0.4197 eV, J = 39.805 nA/um^2
averaged peak bias = 0.5801 V
averaged peak current = 370.762 nA/um^2
peak/minimum current ratio = 11.42
Gaussian peak prefactor = 0.8600
intraband/interband singular coefficient = 4.431
leading-law current at resonant bias = 332.408 nA/um^2
twist 0.5 deg: Q = 0.0962 eV, resonant bias = 0.3741 V
twist 1.0 deg: Q = 0.1925 eV, resonant bias = 0.5855 V
twist 1.5 deg: Q = 0.2887 eV, resonant bias = 0.7700 V
twist 2.0 deg: Q = 0.3849 eV, resonant bias = 0.9407 V
```
